# Solving the Dynamic Kubo-Toyabe Volterra Equation: Scheme, Limits and Step Errors

## Result

Let $G(t)$ be the zero-field muon polarization when the local field has Gaussian width $\Delta$ (in angular frequency) and is renewed at rate $\nu$. Sample the static function $g(t)$ at $t_n=nh$ and set

$$a_n=e^{-\nu nh}g(nh),\qquad w=2\tanh(\nu h/2).$$

Then, from $G_0=1$,

$$G_n=\frac{a_n(1+w/2)+w\sum_{k=1}^{n-1}a_kG_{n-k}}{1-w/2}. \tag{1}$$

The scheme is second order in $h$ and keeps $0\le G_n\le1$, whatever the step. The ordinary trapezoidal rule has $w=\nu h$ instead, and it can turn decay into growth even when $\nu h$ is small.

At late times $G\simeq Ae^{-\lambda t}$ for every $\nu>0$, with the limits

- $\nu\ll\Delta$: $\lambda\to2\nu/3$ and $A\to1/3$;
- $\nu\gg\Delta$: $\lambda\to2\Delta^2/\nu$ and $A\to1$.

Times are in microseconds and rates in inverse microseconds, the natural units here.

## The static function

The muon spin precesses about a local field $\mathbf B$ at angular frequency $b=\gamma_\mu|\mathbf B|$. Each component of $\gamma_\mu\mathbf B$ is an independent Gaussian variable of mean zero and standard deviation $\Delta$. No external field is applied.

If the field makes an angle $\theta$ with the initial spin, the spin component along its initial direction is $\cos^2\theta+\sin^2\theta\cos bt$. Isotropy gives $\langle\cos^2\theta\rangle=1/3$, so

$$g(t)=\tfrac13+\tfrac23\langle\cos bt\rangle .$$

The magnitude $b$ has density $\sqrt{2/\pi}\,b^2e^{-b^2/2\Delta^2}/\Delta^3$ on $b>0$. The integrand is even, so the average equals $\langle b^2\cos bt\rangle_1/\Delta^2$, where the subscript denotes a one-dimensional Gaussian of width $\Delta$ over the whole line. Since $\langle\cos bt\rangle_1=e^{-\Delta^2t^2/2}$,

$$\langle\cos bt\rangle=-\frac1{\Delta^2}\frac{d^2}{dt^2}e^{-\Delta^2t^2/2}=(1-\Delta^2t^2)e^{-\Delta^2t^2/2},$$

$$g(t)=\tfrac13+\tfrac23(1-\Delta^2t^2)e^{-\Delta^2t^2/2}. \tag{2}$$

## The Volterra equation

In the strong-collision model, collisions occur as a Poisson process of rate $\nu$. Each replaces the field by an independent draw from the same distribution and leaves the spin direction unchanged at that instant.

Rotation by an angle $\alpha$ about a unit vector $\mathbf n$ has the matrix

$$R=\cos\alpha\,\mathbf 1+(1-\cos\alpha)\mathbf n\mathbf n^T+\sin\alpha\,[\mathbf n]_\times .$$

Averaging over directions gives $\langle\mathbf n\mathbf n^T\rangle=\mathbf 1/3$ and $\langle\mathbf n\rangle=0$. The mean rotation over a collision-free interval $\tau$ is therefore $g(\tau)\mathbf 1$. Fields in different intervals are independent, so the mean of a product of rotations is the product of these scalar factors.

Now sort histories by their first collision. With probability $e^{-\nu t}$ there is none before $t$, which contributes $e^{-\nu t}g(t)$. Otherwise it falls in $dt'$ with probability $\nu e^{-\nu t'}dt'$; the factor $g(t')$ has accumulated, and the remaining time $t-t'$ is a fresh copy of the problem. Hence

$$G(t)=e^{-\nu t}g(t)+\nu\int_0^t e^{-\nu t'}g(t')G(t-t')\,dt'. \tag{3}$$

This uses isotropy. A field applied along the initial spin leaves axial symmetry: the mean rotation does not mix longitudinal and transverse components, so (3) still holds with $g$ replaced by the static longitudinal-field function. A transverse field mixes the components, and the scalar equation fails.

## Discretization and the balanced weight

The trapezoidal rule gives half weight to both ends of the integral. With $a_0=G_0=1$, and $w$ in place of $\nu h$,

$$G_n=a_n+w\left[\tfrac12a_n+\sum_{k=1}^{n-1}a_kG_{n-k}+\tfrac12G_n\right].$$

Moving $wG_n/2$ to the left and dividing by $1-w/2$ gives (1).

To fix $w$, require the correct answer when there is no field. Then $g=1$, $a_k=q^k$ with $q=e^{-\nu h}$, and $G_n$ must be 1:

$$1=q^n+w\left[\tfrac12+\sum_{k=1}^{n-1}q^k+\tfrac12q^n\right].$$

The bracket is the geometric sum $\sum_{k=0}^{n-1}q^k=(1-q^n)/(1-q)$ minus $(1-q^n)/2$, so it equals

$$(1-q^n)\left[\frac1{1-q}-\frac12\right]=(1-q^n)\frac{1+q}{2(1-q)} .$$

The requirement holds for all $n$ if

$$w=\frac{2(1-q)}{1+q}=2\tanh\frac{\nu h}2=\nu h\left[1-\frac{(\nu h)^2}{12}+\dots\right]. \tag{4}$$

The change from $\nu h$ is of relative order $h^2$, so the order of the method is kept.

**Stability.** The derivative of (2), with $x=\Delta t$, is

$$\frac{dg}{dx}=\tfrac23x(x^2-3)e^{-x^2/2}.$$

Thus $g$ falls from 1 to its minimum $\frac13-\frac43e^{-3/2}=0.0358$ at $x=\sqrt3$, then rises towards $1/3$. It follows that $0<g\le1$ and $0<a_k\le q^k$. Suppose $0\le G_j\le1$ for all $j<n$. Every term in (1) is nonnegative, and replacing $a_k$ by $q^k$ and $G_{n-k}$ by 1 can only raise the right side. The raised value is the no-field solution, which is 1. By induction $0\le G_n\le1$ for any step. This is a statement about stability, not accuracy.

## Pseudocode and cost

```
solve(Delta, nu, h, N):
    w = 2*tanh(nu*h/2)
    for n = 0..N:
        a[n] = exp(-nu*n*h)*g(n*h)
    G[0] = 1
    for n = 1..N:
        S = sum(a[k]*G[n-k], k = 1..n-1)
        G[n] = (a[n]*(1+w/2) + w*S)/(1-w/2)
    return G

coarse = solve(Delta, nu, h,   N)
fine   = solve(Delta, nu, h/2, 2*N)
G[n]   = (4*fine[2*n] - coarse[n])/3
```

The last line is Richardson extrapolation: halving $h$ divides the leading $h^2$ error by four, so this combination cancels it. The extrapolated values need not obey the bound $0\le G\le1$ at coarse steps.

One solution takes about $N^2/2$ multiply-add operations and storage proportional to $N$. The pair takes about $5N^2/2$. In the fast regime, following the decay for one time constant $\nu/(2\Delta^2)$ at fixed $p=\nu h$ needs $N=\nu^2/(2\Delta^2p)$ steps, so the direct cost rises as $(\nu/\Delta)^4$.

## Late decay from a root

Use $x=\Delta t$, $r=\nu/\Delta$ and $\hat g(u)=\int_0^\infty g(x)e^{-ux}dx$. The convolution in (3) becomes a product, $\hat G(s)=\hat g(s+r)+r\hat g(s+r)\hat G(s)$, so

$$\hat G(s)=\frac{\hat g(s+r)}{1-r\hat g(s+r)} . \tag{5}$$

To find $\hat g$, note that $(1-x^2)e^{-x^2/2}=d(xe^{-x^2/2})/dx$. Integration by parts gives $u\int_0^\infty xe^{-x^2/2-ux}dx$. Define $E(u)=\int_0^\infty e^{-x^2/2-ux}dx$. Because $(x+u)e^{-x^2/2-ux}$ is minus the derivative of the exponential, its integral is 1, and the integral with $x$ alone is $1-uE$. Hence

$$\hat g(u)=\frac1{3u}+\frac23u[1-uE(u)],\qquad E(u)=\sqrt{\frac\pi2}\,\mathrm{erfcx}\!\left(\frac u{\sqrt2}\right), \tag{6}$$

where $\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)$; the form of $E$ follows by completing the square.

Since $g>0$, $\hat g$ decreases from infinity to zero on $u>0$. So $r\hat g(u)=1$ has one positive root $u_*$. At $u=r/3$ the first term of (6) alone gives $r\hat g=1$ and the second is positive. At $u=r$, $g<1$ for $x>0$ gives $r\hat g(r)<1$. Therefore

$$r/3<u_*<r,\qquad \lambda=\Delta(r-u_*),\qquad 0<\lambda<2\nu/3, \tag{7}$$

provided $\lambda$ is indeed the late rate. To show that, put $\Phi(x)=e^{(r-u_*)x}G$ and $f(x)=rg(x)e^{-u_*x}$. The function $f$ is positive with unit integral. Multiplying (3) by $e^{(r-u_*)x}$ gives

$$\Phi(x)=\frac{f(x)}r+\int_0^xf(x')\Phi(x-x')dx',\qquad \hat\Phi(p)=\frac{\hat f(p)}{r[1-\hat f(p)]}.$$

For $\mathrm{Re}\,p\ge0$ and $p\ne0$, $|\hat f(p)|<1$, because the factor $e^{-px}$ reduces the modulus or spreads the phases. Near $p=0$, $\hat f=1-\mu p+\dots$ with $\mu=\int xf\,dx$, which gives a simple pole of residue $1/(r\mu)$. Since $\hat f$ tends to zero at large $|\mathrm{Im}\,p|$ in a narrow strip around the imaginary axis, the other poles stay a finite distance to its left. Their contributions decay exponentially, and $\Phi$ tends to $1/(r\mu)$. With $\mu=-r\hat g'(u_*)$,

$$A=\frac1{r^2|\hat g'(u_*)|}. \tag{8}$$

The late rate thus needs one bracketed root search, with no time stepping.

## Slow collisions: rate $2\nu/3$

For $r\ll1$ the root is small. Multiplying $r\hat g(u)=1$ by $u$ gives

$$u=\frac r3+\frac23ru^2[1-uE(u)].$$

Inserting $u=r/3$ on the right gives $u_*=r/3+2r^3/27+O(r^4)$, hence

$$\lambda=\frac{2\nu}3-\frac{2\nu^3}{27\Delta^2}+\dots \tag{9}$$

For the amplitude, $\hat g'=-1/(3u^2)+2/3+O(u)$. Using $u_*=(r/3)(1+2r^2/9+\dots)$,

$$r^2|\hat g'(u_*)|=3\left(1-\tfrac49r^2\right)-\tfrac23r^2+\dots=3-2r^2+\dots,$$

so $A=\frac13(1+2r^2/3+\dots)$.

The leading law can be read from the collisions. A typical interval is much longer than $1/\Delta$, so the transverse part dephases and one third of the polarization survives. After $n$ collisions there are $n+1$ intervals, and the Poisson average is

$$\sum_{n=0}^\infty e^{-\nu t}\frac{(\nu t)^n}{n!}\left(\frac13\right)^{n+1}=\frac13e^{-2\nu t/3}.$$

This describes the tail, $\Delta t\gg1$. It does not describe the initial fall or the dip.

## Fast collisions: rate $2\Delta^2/\nu$

For $r\gg1$ only short intervals matter. Expanding (2),

$$g=\tfrac13+\tfrac23(1-x^2)\left(1-\tfrac{x^2}2+\tfrac{x^4}8-\dots\right)=1-x^2+\tfrac5{12}x^4-\dots$$

The transform of $x^n$ is $n!/u^{n+1}$, so asymptotically

$$\hat g(u)=\frac1u-\frac2{u^3}+\frac{10}{u^5}-\dots$$

Write $u_*=r(1-\delta)$ and $\epsilon=1/r^2$. Multiplying $r\hat g=1$ by $u/r$ gives $u/r=1-2/u^2+10/u^4-\dots$, or

$$\delta=2\epsilon(1+2\delta)-10\epsilon^2+\dots=2\epsilon-2\epsilon^2+\dots,$$

where $\delta=2\epsilon$ was used in the small term. Since $\lambda=\nu\delta$,

$$\lambda=\frac{2\Delta^2}\nu\left(1-\frac{\Delta^2}{\nu^2}+\dots\right). \tag{10}$$

Also $r^2|\hat g'|=(1-\delta)^{-2}-6\epsilon+\dots=1-2\epsilon+\dots$, so $A=1+2\Delta^2/\nu^2+\dots$. An amplitude above 1 does not conflict with $G(0)=1$: the exponential describes late times, and the true curve starts flat.

Physically, an interval $\tau$ costs a fraction $\Delta^2\tau^2$ of the polarization. Exponentially distributed intervals have $\langle\tau^2\rangle=2/\nu^2$, and they occur at rate $\nu$, giving $2\Delta^2/\nu$. Faster renewal leaves less time for coherent precession; this is motional narrowing.

## Step error and the failure of the plain rule

At late times insert $G_n\propto e^{-\lambda_hnh}$ into the discrete equation. With $\eta=\Delta h$ and $u=r-\lambda_h/\Delta$, the condition is

$$1=w\left[\tfrac12+\sum_{k\ge1}g(k\eta)e^{-uk\eta}\right],$$

where $g(k\eta)$ is evaluated at $x=k\eta$. On one cell the trapezoidal value exceeds the integral of a function $F$ by $\eta^3F''/12$ to leading order. Summing over cells gives $-\eta^2F'(0)/12$. Here $F=ge^{-ux}$ and $F'(0)=-u$, so the bracket is $[\hat g(u)+\eta^2u/12]/\eta$ through this order.

For the plain rule, $w=r\eta$ and $\hat g(u)=1/r-\eta^2u/12$. Linearizing about $u_*$ and using (8), $u$ rises by $Ar^2\eta^2u_*/12$, and so

$$\lambda_h-\lambda\simeq-\Delta\frac{Ar^2\eta^2u_*}{12}\qquad\text{(plain)}. \tag{11}$$

For the balanced rule, (4) supplies the factor $1-r^2\eta^2/12$. To the same order, $\hat g(u)=1/r+\eta^2(r-u_*)/12$, hence

$$\frac{\lambda_h-\lambda}\lambda\simeq\frac{A(\nu h)^2}{12}\qquad\text{(balanced)}. \tag{12}$$

In the fast limit $u_*\simeq r$ and $A\simeq1$, so (11) is about $-\nu^3h^2/12$. It cancels the true rate $2\Delta^2/\nu$ at

$$h_c\simeq\sqrt{24}\,\Delta/\nu^2 . \tag{13}$$

For steps above about this value, and with $\nu h<2$ so that the divisor $1-w/2$ stays positive, the plain solution grows. Because $\nu h_c=\sqrt{24}\,\Delta/\nu$, the condition $\nu h\ll1$ is not enough when $\nu\gg\Delta$: $\nu h$ must also stay below this much smaller value.

## Worked example

Take the round value $\Delta=0.4\ \mu\mathrm s^{-1}$. With $\gamma_\mu=8.516\times10^8$ rad s$^{-1}$ T$^{-1}$, the field width per component is $0.4\times10^6/(8.516\times10^8)$ T $=0.470$ mT.

**Two steps by hand.** For $\nu=0.4\ \mu\mathrm s^{-1}$ and the coarse step $h=1\ \mu$s, $w=0.394751$, $a_1=0.569959$ and $a_2=0.228083$. Then

$$G_1=\frac{0.569959\times1.197375}{0.802625}=0.8503,$$

$$G_2=\frac{0.228083\times1.197375+0.394751\times0.569959\times0.850278}{0.802625}=0.5786.$$

The converged values are 0.8678 and 0.6016. The first step returns the static value $g(h)$, because $(1+w/2)/(1-w/2)=e^{\nu h}$ cancels the exponential in $a_1$. Collisions first affect the balanced solution at step two, so early points need a fine grid.

**Curves.** Converged values of $G$, with $\nu$ in $\mu\mathrm s^{-1}$:

| $t$ ($\mu$s) | $\nu=0.04$ | slow law | $\nu=0.4$ | $\nu=4$ | fast law |
|---:|---:|---:|---:|---:|---:|
| 2 | 0.5185 | 0.3160 | 0.6016 | 0.8700 | 0.8521 |
| 5 | 0.0640 | 0.2917 | 0.1352 | 0.6860 | 0.6703 |
| 10 | 0.2595 | 0.2553 | 0.0483 | 0.4616 | 0.4493 |
| 20 | 0.1969 | 0.1955 | 0.0044 | 0.2090 | 0.2019 |

The slow law is $\frac13e^{-2\nu t/3}$ at $\nu=0.04$; the fast law is $e^{-2\Delta^2t/\nu}$ at $\nu=4$. At 5 $\mu$s the slow curve is in its dip and the tail law is far off. From 15 $\mu$s onwards the largest absolute gap is 0.0017. For the fast law the largest gap over the computed range is 0.018, and doubling $\nu$ reduces it to 0.0049, close to the factor of four expected from corrections of order $\Delta^2/\nu^2$.

**Late rates.** For $\nu=0.04$, the root gives $\lambda=0.04-0.013362=0.02664\ \mu\mathrm s^{-1}$, against $2\nu/3=0.02667$, with $A=0.335$. For $\nu=4$, it gives $4-3.920779=0.07922$, against $2\Delta^2/\nu=0.08000$, with $A=1.019$. At $\nu=0.4$ neither limit applies: $\lambda=0.2400$, while the two laws give 0.267 and 0.800. Slopes of the Volterra solutions agree with the roots to the printed digits.

A scan over $0.01\le\nu/\Delta\le100$ finds one maximum of $\lambda$, equal to $0.311\ \mu\mathrm s^{-1}$ at $\nu=0.698\ \mu\mathrm s^{-1}$. Within that range, with $\Delta$ known, a rate below the maximum fits two values of $\nu$ as long as it exceeds about $0.02\Delta$, the rate (10) at the fast end of the scan. Far from the maximum the amplitude separates them, being near $1/3$ on the slow side and near 1 on the fast side.

**Step failure.** At $\nu=4$ and $h=0.05\ \mu$s, the plain rule gives $\lambda_h=0.0658$, 17% below the true rate. The balanced rule gives 0.0795, high by 0.34%, as (12) predicts. Equation (13) gives $h_c=0.122\ \mu$s. At $1.2h_c$ the plain rate is $-0.042\ \mu\mathrm s^{-1}$, which is growth; the balanced rate is 0.0815, still within 3% of the true one.

## Implementation limits

Both $\nu h$ and $\Delta h$ must be small: the first sets the late-rate error (12), the second the resolution of the static dip. Estimate (12) holds only while the dip is resolved; for slow collisions and a step that jumps over the dip ($\Delta h\gtrsim4$), every sample after the first is close to $1/3$, and the balanced late rate is too low by a relative amount of about $\nu h/6$, first order in $\nu h$ instead of second. At $\nu/\Delta=0.01$ and $\Delta h=10$ this is 1.7% low, where (12) would give 0.03% high. Halving the step is a useful test only once the grid has several points across the dip: two grids that both step over it can agree closely at their shared times and still miss it.

A late slope should be fitted after the other exponentials have died away. If only the rate is wanted, the root is cheaper and has no fitting window.

The root search loses digits at large $r$. In (6), $1-uE$ is a difference of nearly equal numbers. A rounding error of relative size $\varepsilon$ in $uE$ changes $\hat g$ by about $u\varepsilon$, and division by $|\hat g'|\simeq1/u^2$ changes $u_*$ by about $r^3\varepsilon$. Relative to $\lambda/\Delta\simeq2/r$, the error is of order $r^4\varepsilon$. For very large $r$, use (10) instead.

The numerical check compares the solver with Laplace inversion, where the largest absolute difference is $8\times10^{-9}$ at the sampled points, and with a Monte Carlo simulation of spins rotating in renewed fields at $\nu=0.4\ \mu\mathrm s^{-1}$. The simulation agrees within its statistical error of about 0.001 and tests the factorization behind (3). These checks establish the solution of the model; whether a material has isotropic Gaussian fields renewed by independent collisions is a separate question.

## Numbers as computed

```
Delta = 0.40 /us; gamma_mu = 8.51615e+08 rad/s/T
field width per component = 0.4697 mT
minimum of static g = 0.03583 at t = 4.330 us
Two hand steps, nu = 0.40 /us, h = 1 us:
 w = 0.394751, g1 = 0.850278, g2 = 0.507609
 a1 = 0.569959, a2 = 0.228083
 G1 = 0.850278, G2 = 0.578610
 converged: 0.867755, 0.601572
G(t); slow law exp(-2nu t/3)/3, fast law exp(-2Delta^2 t/nu)
t/us static nu=0.04 slowlaw nu=0.4 nu=4 fastlaw (nu in /us)
  1 0.85028 0.85218 0.32456 0.86776 0.94155 0.92312
  2 0.50761 0.51853 0.31602 0.60157 0.87005 0.85214
  5 0.06266 0.06401 0.29172 0.13516 0.68601 0.67032
 10 0.32998 0.25947 0.25531 0.04826 0.46164 0.44933
 20 0.33333 0.19689 0.19555 0.00445 0.20905 0.20190
 40 0.33333 0.11558 0.11472 0.00004 0.04287 0.04076
Late decay, rates in /us (root = from u*, num = from Volterra):
 nu=0.04: u*Delta=0.013362 root=0.026638 num=0.026638
   A root=0.33545 num=0.33545; 2nu/3=0.026667 2Delta^2/nu=8.000000
 nu=0.40: u*Delta=0.160042 root=0.239958 num=0.239958
   A root=0.54115 num=0.54115; 2nu/3=0.266667 2Delta^2/nu=0.800000
 nu=4.00: u*Delta=3.920779 root=0.079221 num=0.079221
   A root=1.01943 num=1.01943; 2nu/3=2.666667 2Delta^2/nu=0.080000
slow law with correction, nu=0.04: 0.026637 /us
fast law with correction, nu=4: 0.079200 /us
largest gap to slow law, t>=15 us: nu=0.04 0.00174, nu=0.02 0.00063
largest gap to fast law, all t<=75 us: nu=4 0.01844, nu=8 0.00488
maximum late rate = 0.31075 /us at nu = 0.6977 /us
 in units of Delta: 0.77686 at nu/Delta = 1.7441
Monte Carlo, nu = 0.40 /us: t/us, mean, std error, Volterra
   2.5 0.47261 0.00100 0.47251
   5.0 0.13615 0.00128 0.13516
   7.5 0.07558 0.00131 0.07508
  10.0 0.04802 0.00130 0.04826
largest gap Volterra - Laplace inversion = 7.7e-09
Step test, nu = 4 /us, h = 0.050 us, late rates in /us:
 plain 0.065818, predicted 0.065898
 balanced 0.079490, predicted 0.079491
critical plain step sqrt(24)Delta/nu^2 = 0.1225 us
 plain rate at 0.8 and 1.2 times it: 0.02685, -0.04226 /us
 balanced rate at 1.2 times it: 0.08154 /us
Delta=0, nu h=0.5, 199 steps: balanced G=1.000000, plain G=8.622
```
